\section*{Choosing Pitch, Window and Segment Length for Edge-Roughness Spectra}

\section{What the image gives, and what is wanted}

A scanning electron microscope crosses a resist line many times, each scan line a small step further along the edge. Each crossing gives one edge position. After subtraction of a straight line, the record is a row of displacements $x_n$, a few nanometres in size, at a pitch $\Delta$. The wanted quantity is the power spectrum of the continuous edge, which says how much roughness lies at each spatial frequency. The record has gaps between its points, it has ends, and it is one random sample. These three limits cause aliasing, leakage and statistical scatter, and they respond differently to pitch, window, segment length and the number of edges.

The same settings occur where electronic-structure programs turn a molecular-dynamics record into a vibrational spectrum: position along the edge becomes time, and pixel pitch becomes the interval between stored steps. The general formulas for the mean carry over to any stationary record, and those for the variance to a stationary Gaussian one. The closed forms below for an exponential covariance do not carry over to an oscillating one, and the rule for the effective number of segments fails for a vibrational line much narrower than the window's main lobe. No physical constants enter, so the algebra holds in any consistent units.

\section{The estimator and its three errors}

Let $x(y)$ be stationary with zero mean and covariance $R(\tau)$. The two-sided spectrum is
\begin{equation}
S(f)=\int_{-\infty}^{\infty}R(\tau)e^{-2\pi i f\tau}d\tau,\qquad \int_{-\infty}^{\infty}S\,df=R(0)=\sigma^2 .
\end{equation}
The model edge has $R=\sigma^2e^{-|\tau|/\xi}$. With $\omega=2\pi f$ and $u=\omega\xi$, the two halves of the integral are complex conjugates, so
\begin{equation}
S=2\sigma^2\,\mathrm{Re}\,\frac{1}{1/\xi+i\omega}=\frac{2\sigma^2\xi}{1+u^2}.
\end{equation}

Cut the record into $K$ segments of $N$ pixels, length $T=N\Delta$, each starting $H$ pixels after the last. With a window $w_n$ and $U=\sum_n w_n^2$, define
\begin{equation}
Y_j=\sqrt{\frac{\Delta}{U}}\sum_{n=0}^{N-1}w_nx_{n+jH}e^{-i\omega n\Delta},\qquad P=\frac1K\sum_{j}|Y_j|^2 .
\end{equation}
The discrete frequencies are $f=k/T$, with $k$ the bin number. If $S_\Delta$ denotes the spectrum of the sampled but endless record, and $E$ the ensemble mean, then
\begin{equation}
P-S=\underbrace{(S_\Delta-S)}_{\text{aliasing}}+\underbrace{(E P-S_\Delta)}_{\text{leakage}}+\underbrace{(P-E P)}_{\text{scatter}} .
\end{equation}
This is an identity. Its order is a convention: leakage is counted from the already aliased spectrum. The first two terms are fixed numbers and the third has zero mean, so the cross term vanishes on squaring:
\begin{equation}
E(P-S)^2=(\text{aliasing}+\text{leakage})^2+\mathrm{Var}\,P .
\end{equation}
The biases add with their signs; the scatter adds in quadrature.

\section{Pitch: aliasing}

At the sampled lags, cut the frequency axis into intervals of length $1/\Delta$. Since $e^{2\pi i ml}=1$ for integers $m,l$,
\begin{equation}
R(l\Delta)=\int_{-1/2\Delta}^{1/2\Delta}\Big[\sum_m S(f+m/\Delta)\Big]e^{2\pi i fl\Delta}df .
\end{equation}
The bracket is therefore the periodic function whose Fourier coefficients are $R(l\Delta)$:
\begin{equation}
S_\Delta(f)=\sum_mS(f+m/\Delta)=\Delta\sum_lR(l\Delta)e^{-i\omega l\Delta}.
\end{equation}
For the model, put $q=e^{-\Delta/\xi}$ and $\theta=\omega\Delta$. Two geometric series give
\begin{equation}
S_\Delta=\sigma^2\Delta\,\frac{1-q^2}{1-2q\cos\theta+q^2}
=\sigma^2\Delta\,\frac{\sinh(\Delta/\xi)}{\cosh(\Delta/\xi)-\cos\theta},
\end{equation}
where the last step divides above and below by $2q$. For $\Delta\ll\xi$ and $u\gg1$ the denominator tends to $1-\cos\theta=2\sin^2(\pi f\Delta)$, while $S\to\sigma^2/(2\pi^2f^2\xi)$. Hence
\begin{equation}
\frac{S_\Delta}{S}\approx\frac{(\pi f\Delta)^2}{\sin^2(\pi f\Delta)}\approx1+\frac{(\pi f\Delta)^2}{3},
\end{equation}
the last form for $\pi f\Delta\ll1$. At the Nyquist frequency $1/(2\Delta)$ the ratio is $\pi^2/4$, however fine the pitch. A finer pitch moves that frequency outwards. To keep the relative aliasing error below a small $\epsilon$, one needs $f<\sqrt{3\epsilon}/(\pi\Delta)$, under the same conditions. Segment length and the number of edges do not appear.

\section{Window: leakage}

In $E|Y_j|^2$ the double sum depends on pixel differences $l$. Collecting equal differences with $c(l)=\sum_nw_nw_{n+l}$ gives
\begin{equation}
E P=\frac{\Delta}{U}\sum_{l}c(l)R(l\Delta)\cos(\omega l\Delta),
\end{equation}
because $c$ and $R$ are even. All segments have the same mean, so averaging more of them leaves the bias unchanged. Inserting $R(l\Delta)$ as an integral over $S_\Delta$ turns the sum into a convolution:
\begin{equation}
E P(f)=\int_{-1/2\Delta}^{1/2\Delta}S_\Delta(f')\,\frac{\Delta}{U}|W(f-f')|^2df',
\end{equation}
with $W(f)=\sum_nw_ne^{-2\pi i fn\Delta}$. Leakage is thus power carried in from other frequencies. The total is conserved: summing $E P/T$ over the $N$ bins leaves the $l=0$ term, and $c(0)=U$ makes it $\sigma^2$.

\subsection{No taper}

For $w_n=1$, $c(l)/U=1-|l|/N$. Take $\Delta\ll\xi$ and frequencies well below Nyquist, so that sums become integrals, and $T\gg\xi$, so that terms of order $e^{-T/\xi}$ can be dropped. The bias is then
\begin{align}
B_{\rm box}&=-\frac{2\sigma^2}{T}\,\mathrm{Re}\int_0^\infty\tau e^{-(1/\xi+i\omega)\tau}d\tau\nonumber\\
&=-\frac{2\sigma^2}{T}\,\mathrm{Re}\,\frac{1}{(1/\xi+i\omega)^2}
=-\frac{2\sigma^2\xi^2}{T}\,\frac{1-u^2}{(1+u^2)^2},
\end{align}
and division by $S$ gives
\begin{equation}
\frac{B_{\rm box}}{S}=\frac{\xi}{T}\,\frac{u^2-1}{u^2+1}.
\end{equation}
Power moves from below the knee $u=1$ to above it, and the relative error settles at $\xi/T$ instead of fading.

\subsection{Hann window}

Now let $w=\sin^2(\pi t/T)$, which vanishes with its slope at both ends. For lags short compared with $T$, expand $w(t+\tau)$ under the integral. The linear term $\int ww'dt$ is zero, and $\int ww''dt=-\int w'^2dt$ by parts. With $w'=(\pi/T)\sin(2\pi t/T)$,
\begin{equation}
\frac{c(\tau)}{c(0)}\approx1-\frac{\tau^2}{2}\,\frac{\int w'^2dt}{\int w^2dt}
=1-\frac{\tau^2}{2}\,\frac{\pi^2/(2T)}{3T/8}=1-\frac{2\pi^2\tau^2}{3T^2}.
\end{equation}
Two frequency derivatives of $S$ bring down $-4\pi^2\tau^2$, so
\begin{equation}
B_{\rm Hann}\approx\frac{S''(f)}{6T^2},\qquad
\frac{B_{\rm Hann}}{S}\to\frac{1}{(fT)^2}=\frac1{k^2}\quad(u\gg1),
\end{equation}
since $S\propto f^{-2}$ there and $S''=6S/f^2$. Near Nyquist $S''$ must be replaced by $S_\Delta''$. Measured against $S_\Delta$ and well above the knee, the taper has exchanged a nearly constant relative error for one that falls with bin number. Close to the knee the taper gives no advantage and can be worse: for the worked edge below, the Hann leakage at bins 3 and 4 is $+2.3\%$ and $+2.5\%$ of $S$, against $+0.6\%$ and $+2.2\%$ without a taper.

\section{Overlap and edges: scatter}

For a Gaussian edge the fourth moments factor into pairs, which gives
\begin{equation}
\mathrm{Var}\,P=\frac1{K^2}\sum_{j,k}\Big(|E Y_jY_k^*|^2+|E Y_jY_k|^2\Big).
\end{equation}
If $S_\Delta$ is nearly constant across the window's main lobe, the record acts there like white noise with $R(l\Delta)=(S_\Delta/\Delta)\delta_{l0}$. Then $|E Y_jY_k^*|=S_\Delta|c((j-k)H)|/U$. The second term contains the rapidly turning phase $e^{-i\omega(n+n')\Delta}$ and is small, except within a few bins of zero and Nyquist; at those two frequencies it equals the first and doubles the variance. Elsewhere, counting the $K-m$ pairs at separation $m$ twice,
\begin{equation}
\frac{\mathrm{Var}\,P}{(E P)^2}\approx\frac1{K_{\rm eff}},\quad
K_{\rm eff}=\frac{K}{1+2\sum_{m=1}^{K-1}(1-\frac mK)\left[\frac{c(mH)}{U}\right]^2}.
\end{equation}
Averaging $M$ independent edges divides the variance by $M$.

For Hann segments at half overlap, the product of the two windows is $\sin^2(\pi t/T)\cos^2(\pi t/T)=\frac14\sin^2(2\pi t/T)$ over a length $T/2$. Its integral is $T/16$, and division by $3T/8$ gives $1/6$. This ratio enters squared. Where the spectrum is nearly flat across the main lobe, and away from zero and Nyquist, the spectra of neighbouring segments therefore have a correlation coefficient of only about $1/36$.

\section{A worked edge}

Take $\sigma=1.5$ nm, $\xi=15$ nm, $\Delta=2$ nm, 1024 pixels per edge, $N=128$ and $M=40$ independent edges. Then $T=256$ nm, the knee lies at $0.0106$ nm$^{-1}$ and Nyquist at $0.25$ nm$^{-1}$.

Half overlap gives $K=15$ and
\begin{equation}
K_{\rm eff}=\frac{15}{1+2(14/15)/36}=14.3,\qquad \frac1{\sqrt{14.3\times40}}=4.2\%.
\end{equation}
Without overlap $K_{\rm eff}=8$. Three-quarter overlap nearly doubles the number of transforms, to 29, but raises $K_{\rm eff}$ only to 15.3.

The errors with the Hann window, in per cent of the true $S$, are as follows. The scatter is one standard deviation from the full covariance sum.
\begin{center}
\begin{tabular}{rrrrrr}
$k$ & $f$ (nm$^{-1}$) & alias & leak & scatter & rms\\
\hline
1 & 0.0039 & $+0.2$ & $-2.1$ & 4.2 & 4.7\\
2 & 0.0078 & $+0.2$ & $+0.9$ & 4.3 & 4.4\\
8 & 0.0313 & $+1.4$ & $+1.2$ & 4.3 & 5.1\\
32 & 0.1250 & $+23.5$ & $+0.1$ & 5.2 & 24.2\\
56 & 0.2188 & $+96.5$ & $+0.04$ & 8.2 & 96.9
\end{tabular}
\end{center}
For bin 8 the last column is $\sqrt{(1.44+1.23)^2+4.30^2}=5.1$. Scatter governs the first three rows and aliasing the last two. The scatter seems to grow at high frequency because it is quoted relative to $S$, while it is proportional to $E P$: at bin 56, $E P/S=0.3114/0.1584=1.966$, and $4.19\%\times1.966$ gives the 8.2\% in the table.

At bin 2 the curvature formula predicts a leakage of $+1.2\%$, against $+0.9\%$ from the full lag sum; the segment is only 17 correlation lengths long, and the expansion stopped at $\tau^2$. Without a taper, leakage at bin 56 would be $+11.5\%$ of $S$, or $11.5/1.97=5.8\%$ of $S_\Delta$, close to $\xi/T=5.9\%$.

These formulas were compared with 2000 simulated edges, generated at a pitch of 0.5 nm and then thinned to 2 nm. Averaged over bins 30 to 60, the untapered leakage was 5.8\% of $S_\Delta$ in both simulation and prediction. The simulated variance, averaged over bins 2 to 60, was 1.01 times the predicted one. At bin 56 the coarse estimate exceeded that from the unthinned edges by a factor 1.89, as predicted. Segment length in nanometres was held fixed, so the pitch caused the change.

\section{Choosing the segment length}

At fixed record length and frequency, Hann leakage falls as $T^{-2}$, while the scatter variance grows as $T$ because fewer segments fit. With constants $A$ and $B$, and aliasing negligible, the mean square error is
\begin{equation}
\mathcal E=\frac{A^2}{T^4}+BT,\qquad \frac{d\mathcal E}{dT}=0\ \Rightarrow\ BT=\frac{4A^2}{T^4}.
\end{equation}
At the best length the scatter is twice the leakage. For the worked edge at $f=1/64$ nm$^{-1}$, leakage and scatter are 9.7\% and 3.2\% of $S$ for $T=128$ nm, 2.5\% and 4.3\% for 256 nm, and 0.6\% and 6.2\% for 512 nm. The middle choice has a ratio of 1.7, near the optimum. More edges reduce $B$ and so favour longer segments. The rule applies when $P$ is read directly as $S$, with $T\gg\xi$ and many segments in the record.

\section{Removing the biases by a fit}

The biases depend on the unknown $S$. A parametric model of $S$ allows both to be included in a fit. The average of many segments is approximately gamma distributed with mean $\mu=E P$ and shape $\nu=MK_{\rm eff}$. Apart from terms without $\mu$, its negative log-likelihood is $\nu(P/\mu+\ln\mu)$. This suggests minimizing
\begin{equation}
\mathcal L(\sigma,\xi)=\sum_k\left[\frac{P_k}{\mu_k}+\ln\mu_k\right],
\end{equation}
with $\mu_k$ from the lag sum for $E P$. The curvature of $\mathcal L$ should not be used for error bars: the factor $\nu$ has been dropped, and even with it restored, neighbouring bins are correlated.

For one simulated set of 40 edges, bins 2 to 63 gave $\sigma=1.51$ nm and $\xi=15.2$ nm. Setting $\mu=S$ instead gave $\sigma=1.45$ nm and $\xi=9.6$ nm. With 2000 edges the two fits gave $\xi=15.1$ and 9.5 nm, so the second error is a bias that more data do not cure. Its direction follows from the ratio of the high-frequency tail, $\sigma^2/(2\pi^2f^2\xi)$, to the plateau, $2\sigma^2\xi$, which is proportional to $1/\xi^2$: aliasing raises the tail and hardly changes the plateau, so the fit answers with a smaller $\xi$.

\section{What a real microscope changes}

The roughness parameters are round values in the rough range of resist edges, and the 2 nm pitch is coarse enough to make the aliasing plain. Real images break the assumption of noiseless point sampling. For the values below, this changes the estimate near Nyquist, in per cent of $S$, by more than the choice of window does.

White edge-detection noise of rms $\sigma_n$ contributes at $l=0$ alone and adds $\sigma_n^2\Delta$ to $E P$, whatever the window. For a rough $\sigma_n=0.5$ nm this floor is $0.25\times2=0.5$ nm$^3$. It exceeds $S$ above 0.123 nm$^{-1}$ and raises the scatter at bin 56 from 8\% to 21\% of $S$. A fit must include the floor in $\mu$.

Beam blur along the edge, modelled as a Gaussian average of standard deviation $s$, multiplies $S$ by $e^{-(2\pi fs)^2}$ before sampling. This linear model describes a threshold contour in a blurred image only when the edge moves by much less than $s$ within the blur width, a condition that the values here meet only roughly: the edge moves by 0.5 nm rms over 1 nm. In an image blurred isotropically with $s=1$ nm, the half-height contour carries about 16\% more power near bin 56 than the linear model (about 21\% of $S$ instead of 18\%), so the figures that follow are no more accurate than that. For $s=1$ nm, the linear model leaves 15\% of $S$ at bin 56, and its estimate averages 18\% of $S$. The point-sampling error of $+97\%$ has become a deficit of 82\%. Relative to the blurred spectrum, aliasing is now $+18\%$, Hann leakage $+0.2\%$ and untapered leakage $+75\%$. The last number is large because the kink of $|\tau|R(\tau)$ at zero lag gives the untapered bias a tail $2\sigma^2/(T\omega^2)$, to which sampling adds images that raise it by the factor $(\pi f\Delta)^2/\sin^2(\pi f\Delta)=1.96$ at bin 56. This tail is set by the total variance, which blur lowers by only 7\%, while the local spectrum has collapsed; with the blurred variance the tail formula gives 71\%, most of the 75\%.

Subtracting the measured mean of each edge lowers bins 0 and 1 by 8.7\% and 2.4\% of $E P$. Bins from 2 up to the Nyquist bin are untouched, because the Hann transform of a constant vanishes there. The roughness exponent changes the aliasing moderately at Nyquist but several-fold below it. For $S\propto(1+u^2)^{-5/4}$ the ratio at Nyquist is 2.21 instead of 2.47, while the aliasing is 10.5\% instead of 23.5\% at bin 32 and 1.62\% instead of 5.45\% at bin 16; a shallower tail, $(1+u^2)^{-4/5}$, gives 17\% at bin 16. The rule $f<\sqrt{3\epsilon}/(\pi\Delta)$ therefore belongs to the $f^{-2}$ tail. A fit is sensitive too: for the exponent $5/4$ the tail then falls as $f^{-5/2}$, and a model with a fixed $f^{-2}$ tail can return badly wrong values of $\sigma$ and $\xi$. The removal of a fitted slope, which can touch the higher bins too, is not included, nor are correlation between edges, scan distortion and drift; correlated edges would make the scatter larger than stated.

\section{Guidance}

\begin{itemize}
\item Set the pitch first, from the highest frequency to be read. For 5\% aliasing in the unblurred model, $f<\sqrt{0.15}/(\pi\Delta)$, which is 0.06 nm$^{-1}$ at $\Delta=2$ nm, a quarter of Nyquist.
\item Use a Hann window when the spectrum falls steeply, above all when blur steepens it further. Half overlap recovers most of the data that the taper suppresses.
\item Choose $T$ many times $\xi$, then balance scatter against the largest relative leakage in the band to be read. Leakage at a single frequency can mislead: for the model edge $S''$ vanishes at $u=1/\sqrt3$, and for $T\gg\xi$ the Hann bias changes sign close to that point. Discard bins 0 and 1 if the edge mean was subtracted.
\item Add independent edges to reduce scatter. If $\sigma$ and $\xi$ are the goal, fit the full expectation, with noise, blur and a suitable roughness exponent included. The numerical output below gives the individual values.
\end{itemize}

\section*{Calculated quantities}
\begin{verbatim}
rms roughness 1.5 nm; correlation length 15.0 nm
pitch 2.0 nm; edge 1024 pixels = 2048 nm
segment 128 pixels = 256 nm; hop 64 pixels
edges averaged 40; Nyquist frequency 0.250 1/nm
knee frequency 0.01061 1/nm; S(0) 67.50 nm^3
variance beyond Nyquist 2.70 %
alias ratio S_pix/S at Nyquist 2.468
hop 128 pixels: segments 8, effective 8.00
hop 64 pixels: segments 15, effective 14.26
hop 32 pixels: segments 29, effective 15.34
Errors below: % of true S; scatter is one standard deviation
bin 1: f 0.00391 1/nm; S 59.4432, S_pix 59.5432, E[P] 58.2846 nm^3
  alias +0.17, Hann leak -2.117, scatter 4.24, rms total 4.66 %
  boxcar leak -4.45 %; one data set: P 57.5215 nm^3, P-E[P] -1.28 %
bin 2: f 0.00781 1/nm; S 43.7700, S_pix 43.8700, E[P] 44.2660 nm^3
  alias +0.23, Hann leak +0.905, scatter 4.25, rms total 4.40 %
  boxcar leak -1.73 %; one data set: P 44.8133 nm^3, P-E[P] +1.25 %
bin 8: f 0.03125 1/nm; S 6.9771, S_pix 7.0779, E[P] 7.1636 nm^3
  alias +1.44, Hann leak +1.228, scatter 4.30, rms total 5.06 %
  boxcar leak +4.73 %; one data set: P 7.6285 nm^3, P-E[P] +6.66 %
bin 32: f 0.12500 1/nm; S 0.4829, S_pix 0.5965, E[P] 0.5969 nm^3
  alias +23.53, Hann leak +0.098, scatter 5.18, rms total 24.19 %
  boxcar leak +7.15 %; one data set: P 0.5821 nm^3, P-E[P] -3.07 %
bin 56: f 0.21875 1/nm; S 0.1584, S_pix 0.3114, E[P] 0.3114 nm^3
  alias +96.52, Hann leak +0.044, scatter 8.23, rms total 96.92 %
  boxcar leak +11.48 %; one data set: P 0.3063 nm^3, P-E[P] -3.26 %
bin 2 Hann leak, curvature rule +1.19 %
Segment length compared at f = 0.01562 1/nm (% of S):
  64 nm: leak +26.98, flat-rule scatter 2.61 %
  128 nm: leak +9.71, flat-rule scatter 3.21 %
  256 nm: leak +2.48, flat-rule scatter 4.31 %
  512 nm: leak +0.62, flat-rule scatter 6.18 %
  1024 nm: leak +0.15, flat-rule scatter 9.35 %
40-edge full fit: sigma 1.508, xi 15.24 nm
40-edge naive fit: sigma 1.445, xi 9.58 nm
2000-edge full fit: sigma 1.503, xi 15.06 nm
2000-edge naive fit: sigma 1.442, xi 9.47 nm
simulated/predicted variance 1.011 (2000 edges)
bin 56, pitch 2 over 0.5 nm: simulated 1.886, predicted 1.889
high-f boxcar leak: simulated 5.82, predicted 5.82 % of S_pix
mean removal, bins 0,1,2: -8.74, -2.44, 0.000 % of E[P]
noise 0.5 nm: floor 0.500 nm^3, equals S at 0.1228 1/nm
bin 56 scatter with noise 21.4 % of S
beam blur 1.0 nm, bin 56: blurred S/S 0.151, E[P]/S 0.178
  of blurred S: alias +17.6, boxcar leak +74.5, Hann +0.20 %
alias ratio at Nyquist, roughness exponent 0.75: 2.209
\end{verbatim}
